# Linear-response resistor network for hopping between oxide traps: two derivations: test program

```python
"""
Result under test: near equilibrium the factorised Miller-Abrahams master
equation for localised traps is a resistor network with link conductance
    G_ij = e^2 f_i (1 - f_j) W_ij / kT,
electrode conductance G_ic = e^2 gamma_ic f_i (1 - f_i) / kT and node capacitance
C_i = e^2 f_i (1 - f_i) / kT.  The network conductance is an upper bound to
that of the full exclusion process.
Symbols: E_i trap energy (eV, equilibrium Fermi level = 0), f_i equilibrium
occupation, p_i actual occupation, W_ij hop rate i -> j (1/s), gamma_ic elastic
exchange rate with electrode c (0 = left at 0 V, 1 = right at V), a decay
length (nm), nu0 attempt rate (1/s), profile_i = local potential / V.
"""
import numpy as np
from scipy.constants import e, k

T = 300.0
kT = k * T / e                      # eV
a, nu0, thickness = 0.3, 1.0e12, 5.0
position = np.array([[0.0, 0.0, 0.9], [0.6, 0.2, 2.0], [-0.5, 0.3, 2.3],
                     [0.3, -0.4, 3.2], [0.1, 0.5, 4.1]])
energy0 = np.array([0.06, -0.04, 0.10, 0.02, -0.08])
N = len(energy0)


def fermi(energy, mu):
    return 1.0 / (1.0 + np.exp((energy - mu) / kT))


def geometry(pos):
    """Distances, tunnelling prefactors between traps and to electrodes."""
    r = np.linalg.norm(pos[:, None] - pos[None, :], axis=2)
    tunnel = nu0 * np.exp(-2 * r / a)
    np.fill_diagonal(tunnel, 0.0)
    z = pos[:, 2]
    gamma = nu0 * np.exp(-2 * np.array([z, thickness - z]) / a)
    return r, tunnel, gamma


def hop_rates(energy, tunnel, law="MA"):
    x = (energy[None, :] - energy[:, None]) / kT
    if law == "MA":
        return tunnel * np.exp(-np.maximum(x, 0.0))
    safe = np.where(np.abs(x) < 1e-12, 1e-12, x)    # one-phonon Bose law
    return tunnel * safe / np.expm1(safe)


def master_rhs(p, W, gamma, inj):
    flow = p[:, None] * (1 - p)[None, :] * W
    return flow.sum(axis=0) - flow.sum(axis=1) + (gamma * (inj - p)).sum(axis=0)


def jacobian(p, W, gamma, inj):
    """Complex-step derivative of the master equation."""
    h = 1e-30
    cols = []
    for j in range(len(p)):
        q = p.astype(complex)
        q[j] += 1j * h
        cols.append(master_rhs(q, W, gamma, inj).imag / h)
    return np.array(cols).T


def biased(energy, tunnel, V, profile, law="MA"):
    shifted = energy - V * profile
    inj = np.array([fermi(shifted, 0.0), fermi(shifted, -V)])
    return shifted, hop_rates(shifted, tunnel, law), inj


def steady(energy, tunnel, gamma, V, profile, law="MA"):
    """Nonlinear steady state by Newton iteration; returns p, W, current (A)."""
    shifted, W, inj = biased(energy, tunnel, V, profile, law)
    p = fermi(shifted, -V / 2)
    for _ in range(30):
        step = np.linalg.solve(jacobian(p, W, gamma, inj),
                               -master_rhs(p, W, gamma, inj))
        p = p + step
    assert np.max(np.abs(step)) < 1e-11 and np.all((p > 0) & (p < 1))
    return p, W, e * np.sum(gamma[0] * (inj[0] - p))


def network(energy, tunnel, gamma, law="MA"):
    """Link and electrode conductances (S), Laplacian, node voltages, total G."""
    f = fermi(energy, 0.0)
    flux = f[:, None] * (1 - f)[None, :] * hop_rates(energy, tunnel, law)
    assert np.allclose(flux, flux.T, rtol=1e-10, atol=0)
    g = e * flux / kT
    gc = e * gamma * f * (1 - f) / kT
    lap = np.diag(g.sum(axis=1) + gc.sum(axis=0)) - g
    v = np.linalg.solve(lap, gc[1])
    return g, gc, lap, v, gc[0] @ v


def exclusion_current(energy, tunnel, gamma, V, profile):
    """Current (A) of the full process on all 2^N configurations."""
    _, W, inj = biased(energy, tunnel, V, profile)
    n = len(energy)
    M = np.zeros((2**n, 2**n))
    for s in range(2**n):
        for i in range(n):
            occupied = (s >> i) & 1
            prob = 1 - inj[:, i] if occupied else inj[:, i]
            moves = [(s ^ (1 << i), np.sum(gamma[:, i] * prob))]
            if occupied:
                moves += [(s ^ (1 << i) ^ (1 << j), W[i, j])
                          for j in range(n) if not (s >> j) & 1]
            for target, rate in moves:
                M[target, s] += rate
                M[s, s] -= rate
    M /= np.max(np.abs(M))
    M[-1] = 1.0
    b = np.zeros(2**n)
    b[-1] = 1.0
    P = np.linalg.solve(M, b)
    bits = (np.arange(2**n)[:, None] >> np.arange(n)) & 1
    return e * np.sum(gamma[0] * (inj[0] - P @ bits))


def odd_conductance(current, V):
    return (current(V) - current(-V)) / (2 * V)


r, tunnel, gamma = geometry(position)
uniform = position[:, 2] / thickness
flat = np.zeros(N)
rng = np.random.default_rng(7)
f = fermi(energy0, 0.0)
g, gc, lap, v, G = network(energy0, tunnel, gamma)
C = e * f * (1 - f) / kT

# Exact flux identity far from equilibrium, from arbitrary occupations
p = rng.uniform(0.05, 0.95, N)
mu = energy0 + kT * np.log(p / (1 - p))
W0 = hop_rates(energy0, tunnel)
flow = p[:, None] * (1 - p)[None, :] * W0
half = np.cosh((energy0 - mu) / (2 * kT))
gap = np.abs(energy0[:, None] - energy0[None, :])
sinh_form = (tunnel * np.exp(-gap / (2 * kT))
             * np.sinh((mu[:, None] - mu[None, :]) / (2 * kT))
             / (2 * half[:, None] * half[None, :]))
assert np.allclose(flow - flow.T, sinh_form, rtol=1e-9, atol=1e-12 * flow.max())

# Closed form of the equilibrium flux and its exponential approximation
ch = np.cosh(energy0 / (2 * kT))
closed = tunnel * np.exp(-gap / (2 * kT)) / (4 * ch[:, None] * ch[None, :])
eq_flux = f[:, None] * (1 - f)[None, :] * W0
assert np.allclose(eq_flux, closed, rtol=1e-10, atol=0)
absE = np.abs(energy0)
expo = tunnel * np.exp(-(absE[:, None] + absE[None, :] + gap) / (2 * kT))
upper = np.triu_indices(N, 1)
expo_ratio = eq_flux[upper] / expo[upper]
assert np.all((expo_ratio >= 0.25) & (expo_ratio <= 1.0))

# Linear response to occupation and to site energy, from the master equation
inj0 = np.array([f, f])
J = jacobian(f, W0, gamma, inj0)
assert np.allclose(J, -lap / C[None, :], rtol=1e-8, atol=1e-11 * np.abs(J).max())
h = 1e-5
response = np.zeros((N, N))
for j in range(N):
    values = []
    for sign in (1, -1):
        shifted = energy0.copy()
        shifted[j] += sign * h
        inj = np.array([fermi(shifted, 0.0)] * 2)
        values.append(master_rhs(f, hop_rates(shifted, tunnel), gamma, inj))
    response[:, j] = (values[0] - values[1]) / (2 * h)
assert np.allclose(response, -lap / e, rtol=1e-5, atol=1e-6 * np.abs(lap / e).max())
times = np.sort(1 / np.linalg.eigvals(-J).real)

# Network conductance against the nonlinear steady state:
# three potential profiles and two rate laws
tiny = 1e-5
for law in ("MA", "Bose"):
    G_law = network(energy0, tunnel, gamma, law)[4]
    for profile in (uniform, flat, rng.uniform(-1, 2, N)):
        G_num = odd_conductance(
            lambda V: steady(energy0, tunnel, gamma, V, profile, law)[2], tiny)
        assert abs(G_num / G_law - 1) < 2e-6
G_bose = G_law

# Individual link currents
link = []
for V in (tiny, -tiny):
    p, W, _ = steady(energy0, tunnel, gamma, V, uniform)
    flow = p[:, None] * (1 - p)[None, :] * W
    link.append(e * (flow - flow.T))
link_num = (link[0] - link[1]) / (2 * tiny)
link_net = g * (v[None, :] - v[:, None])
assert np.allclose(link_num, link_net, rtol=1e-5, atol=1e-6 * G)

# Corrections: even part of I grows as V^2, odd excess of I/V as V^2


def I_uniform(V):
    return steady(energy0, tunnel, gamma, V, uniform)[2]


V1 = 5e-4
even = [I_uniform(V) + I_uniform(-V) for V in (V1, 2 * V1)]
excess = [odd_conductance(I_uniform, V) - G for V in (V1, 2 * V1)]
even_ratio, excess_ratio = even[1] / even[0], excess[1] / excess[0]
assert abs(even_ratio - 4) < 0.1 and abs(excess_ratio - 4) < 0.1

# Full exclusion process: bound, profile independence, equal-energy equality
Vx = 2e-5
G_ex = odd_conductance(
    lambda V: exclusion_current(energy0, tunnel, gamma, V, uniform), Vx)
G_ex_flat = odd_conductance(
    lambda V: exclusion_current(energy0, tunnel, gamma, V, flat), Vx)
assert abs(G_ex / G_ex_flat - 1) < 1e-5
assert G_ex <= G * (1 + 1e-5)
level = np.full(N, 0.03)
G_level = odd_conductance(
    lambda V: exclusion_current(level, tunnel, gamma, V, flat), Vx)
equal_ratio = G_level / network(level, tunnel, gamma)[4]
assert abs(equal_ratio - 1) < 1e-5
ratios = []
for _ in range(30):
    _, t_s, g_s = geometry(position + rng.uniform(-0.2, 0.2, position.shape))
    E_s = rng.uniform(-0.1, 0.1, N)
    G_s = odd_conductance(
        lambda V: exclusion_current(E_s, t_s, g_s, V, flat), Vx)
    ratios.append(G_s / network(E_s, t_s, g_s)[4])
assert max(ratios) <= 1 + 1e-5 and min(ratios) < 1 - 1e-4

print(f"T = {T:.0f} K, kT = {1e3*kT:.3f} meV, a = {a} nm")
print(f"nu0 = {nu0:.1e} 1/s, oxide thickness = {thickness} nm")
print(f"prefactor e^2 nu0/kT = {1e6*e*nu0/kT:.4f} uS")
print("trap: x y z (nm), E (eV), f, C (aF)")
for i in range(N):
    x, y, z = position[i]
    print(f" {i+1}: {x:.1f} {y:.1f} {z:.1f}, {energy0[i]:.2f}, "
          f"{f[i]:.4f}, {1e18*C[i]:.4f}")
print("trap: G_left (pS), G_right (pS), V_i/V, left and right current share")
for i in range(N):
    print(f" {i+1}: {1e12*gc[0, i]:.4g}, {1e12*gc[1, i]:.4g}, {v[i]:.4f}, "
          f"{gc[0, i]*v[i]/G:.4f}, {gc[1, i]*(1-v[i])/G:.4f}")
print("link: r (nm), flux Gamma (1/s), G (pS), electron current share i->j")
for i, j in zip(*upper):
    print(f" {i+1}-{j+1}: {r[i, j]:.3f}, {eq_flux[i, j]:.4g}, "
          f"{1e12*g[i, j]:.4g}, {link_net[i, j]/G:.4f}")
print(f"Gamma / exponential form: {expo_ratio.min():.3f} to {expo_ratio.max():.3f}")
print(f"network conductance = {1e12*G:.4f} pS, resistance = {1e-9/G:.4f} GOhm")
print(f"network conductance with Bose rate law = {1e12*G_bose:.4f} pS")
print("relaxation times (ns): " + ", ".join(f"{1e9*t:.4g}" for t in times))
print("bias (mV): nonlinear current (fA), network current (fA), ratio")
for V in (0.001, 0.01, 0.05, -0.05):
    I = I_uniform(V)
    print(f" {1e3*V:.0f}: {1e15*I:.4f}, {1e15*G*V:.4f}, {I/(G*V):.5f}")
print(f"doubling V: even current x {even_ratio:.4f}, odd excess x {excess_ratio:.4f}")
print(f"exclusion-process conductance = {1e12*G_ex:.4f} pS")
print(f"exclusion / network = {G_ex/G:.5f}")
print(f"exclusion / network, all energies equal = {equal_ratio:.6f}")
print(f"exclusion / network, 30 random sets: {min(ratios):.5f} to {max(ratios):.5f}")
print("all assertions hold")
```

Printed output:

```
T = 300 K, kT = 25.852 meV, a = 0.3 nm
nu0 = 1.0e+12 1/s, oxide thickness = 5.0 nm
prefactor e^2 nu0/kT = 6.1975 uS
trap: x y z (nm), E (eV), f, C (aF)
 1: 0.0 0.0 0.9, 0.06, 0.0894, 0.5046
 2: 0.6 0.2 2.0, -0.04, 0.8245, 0.8967
 3: -0.5 0.3 2.3, 0.10, 0.0205, 0.1243
 4: 0.3 -0.4 3.2, 0.02, 0.3157, 1.3389
 5: 0.1 0.5 4.1, -0.08, 0.9567, 0.2569
trap: G_left (pS), G_right (pS), V_i/V, left and right current share
 1: 1251, 6.795e-07, 0.0074, 0.9439, 0.0000
 2: 1.452, 0.001848, 0.3698, 0.0550, 0.0001
 3: 0.02724, 0.001892, 0.3728, 0.0010, 0.0001
 4: 0.0007274, 8.226, 0.5898, 0.0000, 0.3455
 5: 3.46e-07, 636.8, 0.9900, 0.0000, 0.6543
link: r (nm), flux Gamma (1/s), G (pS), electron current share i->j
 1-2: 1.269, 3.326e+06, 20.61, 0.7648
 1-3: 1.517, 7.577e+05, 4.696, 0.1757
 1-4: 2.354, 9373, 0.05809, 0.0035
 1-5: 3.240, 1.608, 9.967e-06, 0.0000
 2-3: 1.145, 1.744e+06, 10.81, 0.0034
 2-4: 1.375, 5.796e+06, 35.92, 0.8094
 2-5: 2.179, 1.749e+04, 0.1084, 0.0069
 3-4: 1.393, 1.299e+06, 8.052, 0.1789
 3-5: 1.908, 2655, 0.01645, 0.0010
 4-5: 1.288, 2.545e+06, 15.78, 0.6463
Gamma / exponential form: 0.564 to 0.937
network conductance = 9.7663 pS, resistance = 102.3928 GOhm
network conductance with Bose rate law = 28.2440 pS
relaxation times (ns): 0.3936, 0.3953, 5.017, 10.37, 47.66
bias (mV): nonlinear current (fA), network current (fA), ratio
 1: 9.7709, 9.7663, 1.00047
 10: 98.2130, 97.6631, 1.00563
 50: 513.1404, 488.3156, 1.05084
 -50: -488.2165, -488.3156, 0.99980
doubling V: even current x 4.0001, odd excess x 4.0000
exclusion-process conductance = 7.9878 pS
exclusion / network = 0.81789
exclusion / network, all energies equal = 1.000000
exclusion / network, 30 random sets: 0.69754 to 0.99575
all assertions hold
```
